# Slowest surface-limited carrier decay in a slab with equal recombination velocities

## Definitions and conventions

A semiconductor slab occupies $-W/2<x<W/2$ and is uniform in the other two directions. The excess density of minority carriers, above its equilibrium value, is $n(x,t)$. Their diffusion coefficient is $D$ and their bulk lifetime is $\tau_b$. After the generating light has been switched off,

$$\frac{\partial n}{\partial t}=D\,\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau_b}.\tag{1}$$

Each face removes carriers at the rate $Sn$ per unit area, where $S>0$ is the surface recombination velocity. The diffusive flux along $+x$ is $-D\,\partial n/\partial x$. At the right face the outward direction is $+x$, at the left face it is $-x$, so that

$$-D\frac{\partial n}{\partial x}=Sn\ \text{ at }x=\tfrac W2,\qquad +D\frac{\partial n}{\partial x}=Sn\ \text{ at }x=-\tfrac W2.\tag{2}$$

The assumptions are low injection, quasi-neutrality, negligible drift of the minority carriers in any electric field, and constant $D$, $S$ and $\tau_b$, with the same $S$ at both faces. Two dimensionless quantities are used:

$$h=\frac{SW}{2D},\qquad u=\frac{2x}{W}\in[-1,1].$$

The number $h$ compares the diffusion time across half the slab, $(W/2)^2/D$, with the time $(W/2)/S$ in which a face drains that half.

## Theorem

Let $\beta$ be the root of

$$\beta\tan\beta=h,\qquad 0<\beta<\tfrac{\pi}{2}.\tag{3}$$

The slowest decay is exponential with lifetime $\tau_{\rm eff}$, where

$$\frac1{\tau_{\rm eff}}=\frac1{\tau_b}+\frac1{\tau_s},\qquad \tau_s=\frac{W^2}{4D\beta^2}.\tag{4}$$

For every $h>0$ the surface lifetime obeys

$$\frac{W}{2S}+\frac{W^2}{12D}<\tau_s<\frac{W}{2S}+\frac{W^2}{\pi^2D}.\tag{5}$$

It tends to $W/(2S)$ for $h\to0$, the surface-limited regime, and to $W^2/(\pi^2D)$ for $h\to\infty$, the diffusion-limited regime, in the sense that the ratio tends to one.

## Lemma 1: the modes

*The slowest mode is $\cos\beta u$ with $\beta$ from (3). It has no zero in the slab.*

**Proof.** Put $n=e^{-t/\tau_b}v$. The derivative of the exponential cancels the bulk term in (1), leaving $\partial v/\partial t=D\,\partial^2v/\partial x^2$, and (2) holds for $v$ unchanged. This proves the addition of rates in (4).

A separated solution $v=\varphi(x)e^{-\lambda t}$ requires $-D\varphi''=\lambda\varphi$. For two such solutions, integration by parts gives

$$(\lambda_i-\lambda_j)\int\varphi_i\varphi_j\,dx=D\big[\varphi_i\varphi_j'-\varphi_j\varphi_i'\big]_{-W/2}^{W/2}=0.$$

The bracket vanishes at each face because there $\varphi'$ is the same multiple of $\varphi$ for both functions. Modes with different rates are therefore orthogonal. Taking $\varphi_j=\varphi_i^*$, $\lambda_j=\lambda_i^*$ shows that $\lambda$ is real. Multiplying the equation for a real mode by $\varphi$ and integrating gives

$$\lambda\int\varphi^2dx=-D[\varphi\varphi']_{-W/2}^{W/2}+D\int\varphi'^2dx
=D\int\varphi'^2dx+S\left[\varphi^2(\tfrac W2)+\varphi^2(-\tfrac W2)\right].$$

The right side is positive: if it vanished, $\varphi$ would be constant and zero at the faces. Hence $\lambda>0$, and we may write $\lambda=4D\beta^2/W^2$ with $\beta>0$. The general solution is $\varphi=a\cos\beta u+b\sin\beta u$.

Since $d/dx=(2/W)\,d/du$, conditions (2) become $d\varphi/du=-h\varphi$ at $u=1$ and $d\varphi/du=+h\varphi$ at $u=-1$:

$$\beta(-a\sin\beta+b\cos\beta)=-h(a\cos\beta+b\sin\beta),$$
$$\beta(a\sin\beta+b\cos\beta)=h(a\cos\beta-b\sin\beta).$$

Half the difference (second minus first) and half the sum are

$$a(\beta\sin\beta-h\cos\beta)=0,\qquad b(\beta\cos\beta+h\sin\beta)=0.$$

Even modes thus obey $\beta\tan\beta=h$. On $(0,\pi/2)$ the left side rises steadily from $0$ to $\infty$, since its derivative $\tan\beta+\beta/\cos^2\beta$ is positive; there is one root. For odd modes, $\beta\cos\beta+h\sin\beta$ is positive throughout $(0,\pi/2]$, so no root lies there. The smallest $\beta$ belongs to the even mode (3), and $\cos\beta u\ge\cos\beta>0$ in the slab. $\square$

The first odd root lies in $(\pi/2,\pi)$, where $\beta\cos\beta+h\sin\beta$ changes from $h$ to $-\pi$. The next even root lies in $(\pi,3\pi/2)$, because on $[\pi/2,\pi]$ the expression $\beta\sin\beta-h\cos\beta$ stays positive.

## Lemma 2: no initial distribution decays more slowly

*Let $\lambda_0=1/\tau_s$. Every solution $v$ satisfies $\int v^2dx\le e^{-2\lambda_0t}\int v^2(x,0)\,dx$.*

**Proof.** Since $\varphi_0=\cos\beta u$ has no zero, write $v=\varphi_0w$. With primes for $d/dx$,

$$v'^2=\varphi_0^2w'^2+2\varphi_0\varphi_0'ww'+\varphi_0'^2w^2=\varphi_0^2w'^2+\varphi_0'(\varphi_0w^2)'.$$

Integrate the last term by parts, using $-D\varphi_0''=\lambda_0\varphi_0$ and (2) for $\varphi_0$:

$$D\int\varphi_0'(\varphi_0w^2)'dx=-S\left[v^2(\tfrac W2)+v^2(-\tfrac W2)\right]+\lambda_0\int v^2dx.$$

Therefore

$$D\int v'^2dx+S\left[v^2(\tfrac W2)+v^2(-\tfrac W2)\right]=\lambda_0\int v^2dx+D\int\varphi_0^2w'^2dx\ \ge\ \lambda_0\int v^2dx.$$

Multiplying the diffusion equation by $v$ and integrating shows that the left side equals $-\tfrac12\,d(\int v^2dx)/dt$. Integration in time gives the claim. $\square$

The bound is reached by $v=\varphi_0e^{-\lambda_0t}$. Moreover, a non-negative initial density that is not zero everywhere has a positive overlap with $\varphi_0$, so illumination from any side excites the slowest mode.

## Lemma 3: the bounds

*The function $g(\beta)=(1-\beta\cot\beta)/\beta^2$ rises from $1/3$ to $4/\pi^2$ on $(0,\pi/2)$.*

**Proof.** Differentiation gives

$$\beta^3g'=\beta\left(-\cot\beta+\frac{\beta}{\sin^2\beta}\right)-2(1-\beta\cot\beta)=\frac{\beta^2}{\sin^2\beta}+\beta\cot\beta-2.$$

Multiply by the positive factor $4\sin^2\beta$ and set $s=2\beta$, so that $0<s<\pi$. With $4\beta\sin\beta\cos\beta=s\sin s$ and $8\sin^2\beta=4(1-\cos s)$, the sign of $g'$ is that of

$$p(s)=s^2+s\sin s-4+4\cos s.$$

Its derivatives are

$$p'=2s+s\cos s-3\sin s,$$
$$p''=2-2\cos s-s\sin s=4\sin\tfrac s2\cos\tfrac s2\left(\tan\tfrac s2-\tfrac s2\right)>0.$$

Since $p(0)=p'(0)=0$, first $p'$ and then $p$ are positive, and $g$ rises.

For the lower end, expand

$$\beta\cot\beta=\frac{1-\beta^2/2+\beta^4/24-\dots}{1-\beta^2/6+\beta^4/120-\dots}=1-\frac{\beta^2}{3}-\frac{\beta^4}{45}-\dots,\tag{6}$$

which gives $g\to1/3$. At $\beta=\pi/2$ the cotangent vanishes and $g=4/\pi^2$. $\square$

## Proof of the theorem

Lemmas 1 and 2 prove (3) and (4). Equation (3) also says $1/h=\cot\beta/\beta$, so $1/\beta^2=1/h+g(\beta)$ and

$$\tau_s=\frac{W^2}{4D}\left(\frac1h+g\right)=\frac{W}{2S}+\frac{W^2}{4D}\,g,\tag{7}$$

because $W^2/(4Dh)=W/(2S)$. Inserting $1/3<g<4/\pi^2$ gives (5).

For the limits, divide (7) by $W/(2S)$, and separately use $\beta<\pi/2$ together with the upper bound in (5):

$$1<\frac{\tau_s}{W/(2S)}<1+\frac{4h}{\pi^2},\qquad 1<\frac{\tau_s}{W^2/(\pi^2D)}<1+\frac{\pi^2}{4h}.\tag{8}$$

The first ratio tends to one for $h\to0$, the second for $h\to\infty$. $\square$

## Remarks on the two regimes

**Surface-limited regime.** The ratio of edge to centre density in the slowest mode is $\cos\beta$, which tends to one for $h\to0$. Diffusion keeps the profile flat, the slab holds $nW$ carriers per unit area, and two faces remove $2Sn$; the quotient is $W/(2S)$. The corrections follow from (6), with $g=1/3+\beta^2/45+\dots$ and $\beta^2=h+\dots$:

$$\tau_s=\frac{W}{2S}+\frac{W^2}{12D}+\frac{SW^3}{360D^2}+\dots$$

**Diffusion-limited regime.** Here $\cos\beta\to0$: the faces are nearly empty, and carriers are lost as fast as they arrive. Put $\beta=\pi/2-\delta$. Equation (3) becomes $\tan\delta=(\pi/2-\delta)/h$, so $\delta=\pi/(2h)$ to leading order and $1/\beta^2=(4/\pi^2)(1+2/h+\dots)$. Hence

$$\tau_s=\frac{W^2}{\pi^2D}+\frac{4W}{\pi^2S}+\dots$$

**The simple sum.** The upper bound in (5) is a convenient estimate of $\tau_s$ with the correct leading term in both regimes. Its next term is wrong in both: it has $W^2/(\pi^2D)$ in place of $W^2/(12D)$ at small $h$, and $W/(2S)$ in place of $4W/(\pi^2S)$ at large $h$. A numerical search puts its largest excess at 5.1 % of $\tau_s$, near $h=2.55$.

**Which parameter controls the decay.** From (3), $d\ln h/d\ln\beta=1+2\beta/\sin2\beta$. At fixed $W$ and $D$, $\tau_s\propto\beta^{-2}$ and $h\propto S$, so

$$\frac{\partial\ln\tau_s}{\partial\ln S}=-\frac{2\sin2\beta}{2\beta+\sin2\beta}.\tag{9}$$

This runs from $-1$ at $h\to0$ to $0$ at $h\to\infty$. At fixed $W$ and $S$, the explicit $1/D$ in (4) contributes $-1$, and $h\propto1/D$ reverses the sign of (9). The two sensitivities therefore add to $-1$.

**When one exponential remains.** A short, uniform light pulse leaves a constant initial density, which contains only even modes. The regular boundary-value problem has a complete set of modes (the Sturm–Liouville theorem), so the constant $1$ can be expanded in $\cos\beta_ku$, where $\beta_0=\beta$. By orthogonality the coefficient is

$$c_k=\frac{\int_{-1}^1\cos\beta_ku\,du}{\int_{-1}^1\cos^2\beta_ku\,du}=\frac{2\sin\beta_k/\beta_k}{1+\sin\beta_k\cos\beta_k/\beta_k}.$$

The mean of $\cos\beta_ku$ is $\sin\beta_k/\beta_k$. Mode $k$ therefore carries the share

$$A_k=\frac{2\sin^2\beta_k}{\beta_k(\beta_k+\sin\beta_k\cos\beta_k)}\tag{10}$$

of the initial mean density. For $k=0$ it tends to one in the surface-limited regime and to $8/\pi^2\approx0.81$ in the diffusion-limited one. Odd modes, excited by one-sided light, do not change the mean density but do change the local one.

## Worked example: a silicon wafer

Take p-type silicon at 300 K with $W=300$ µm, $S=1000$ cm/s, $\tau_b=1000$ µs, doping $10^{16}$ cm⁻³ and excess density $10^{14}$ cm⁻³. An electron mobility of 1150 cm²/(V s) gives $D=29.73$ cm²/s by the Einstein relation. These are rough typical values. Then

$$h=\frac{1000\times0.0300}{2\times29.73}=0.5045,\qquad \beta=0.6558,$$

$$\tau_s=\frac{(0.0300)^2}{4\times29.73\times(0.6558)^2}\ \text{s}=17.6\ \text{µs}.$$

The two terms of the simple sum are $W/(2S)=15.0$ µs and $W^2/(\pi^2D)=3.07$ µs. Their total, 18.07 µs, lies 2.7 % above $\tau_s$; the lower bound is $15.0+2.52=17.52$ µs. Adding the bulk rate gives $\tau_{\rm eff}=17.3$ µs.

As an independent test, the slab was divided into 200 cells and the carrier balance evolved in time, starting from a density that falls from one face as $e^{-d/(50\,\text{µm})}$, with $d$ the depth. Between 40 and 60 µs the mean density decayed with a lifetime of 17.294 µs, equal to the value from (4) in all printed digits.

The edge density is 0.79 of the centre density, so the profile is neither flat nor empty at the faces. After a short, uniform pulse the slowest mode carries 99.6 % of the mean density, and the next even mode has a surface lifetime of 0.70 µs. Steady uniform light gives the slowest mode a still larger share, because each mode then builds up in proportion to its lifetime. The first odd mode has a longer surface lifetime, 2.24 µs. Relative to the slowest mode it fades at the difference of the two rates, with a time constant of $(1/2.24-1/17.6)^{-1}=2.57$ µs, which sets how fast a one-sided profile finally becomes symmetric.

**Finding $S$ from a decay.** Subtract the bulk rate, form $\alpha=(D\tau_s)^{-1/2}=2\beta/W$, and use (3) as $S=D\alpha\tan(\alpha W/2)$. The simulated decay returns 1000 cm/s. Ignoring diffusion and setting $S=W/(2\tau_s)$ gives 852 cm/s, which is 15 % too low.

**Moving between regimes.** Hold $W$ and $D$ fixed and vary $S$. By (8), the surface-limited formula is good to 5 % if $h<0.12$, here $S$ below about 240 cm/s; the diffusion-limited one is good to 5 % if $h>50$, here $S$ above about $10^5$ cm/s. Both conditions are sufficient.

| $S$ (cm/s) | $\tau_s$ (µs) | Sensitivity (9) |
|---:|---:|---:|
| 10 | 1503 | −0.998 |
| 1000 | 17.6 | −0.849 |
| 100000 | 3.19 | −0.039 |

In the last row, an error of 1 % in $\tau_s$ becomes one of about 26 % in $S$ to first order; in full, a reading 1 % high lowers $S$ by 20 % and a reading 1 % low raises it by 35 %. At $S=10^6$ cm/s, $\tau_s=3.079$ µs is only 0.4 % above the limit of 3.067 µs. A reading that is 1 % low then lies below the smallest lifetime the model allows, and no $S$ fits it.

## The model beside a real wafer

A thickness of a few hundred micrometres is ordinary for a wafer. The chosen $S$ describes a modestly passivated surface; good passivation reaches roughly 10 cm/s or less. At $S=10$ cm/s, $\tau_s$ exceeds the bulk lifetime assumed here, and the bulk then supplies about 60 % of the decay rate. The assumption of a constant $S$ is easily broken. Charge at the surface bends the bands, and $S$ is an effective velocity at the inner edge of the space-charge layer. If electron capture limits recombination, 10 meV more attraction of electrons multiplies $S$ by $e^{10/25.85}$, to 1472 cm/s, and lowers $\tau_s$ by 27 %. This holds only while holes remain plentiful at the surface, since the same bending repels them. For midgap states with equal capture of both carriers, the two surface densities become equal at about 0.06 V of bending for the densities chosen here; beyond that, hole capture limits recombination and further bending lowers $S$. The crossover moves up as the excess density decays, to about 0.09 V at $10^{13}$ cm⁻³ and 0.12 V at $10^{12}$ cm⁻³; at $10^{14}$ cm⁻³ the first 10 meV give 1456 cm/s rather than the limiting 1472 cm/s.

The other effects listed below are much smaller at the excess density of $10^{14}$ cm⁻³; carrier storage in a space-charge layer, described after the list, ceases to be small as the density falls. Each percentage is relative to $\tau_s$, with the remaining parameters held fixed. Edge, radiative and Auger losses add a rate and leave the $\tau_s$ of (4) itself unchanged; for them the percentage compares $(1/\tau_s+\text{added rate})^{-1}$ with $\tau_s$. The output lists the bulk lifetime in the same way, although the model includes it.

- Injection: the ambipolar diffusion coefficient, with a hole mobility of 430 cm²/(V s), gives +0.25 %. Midgap surface states with equal capture of both carriers and flat bands reduce $S$ and give +0.84 % if the faces hold the full $10^{14}$ cm⁻³, or about +0.7 % if that is the mean density of the decaying profile.
- Unequal faces, at $0.8S$ and $1.2S$: +1.3 %.
- Space charge: in the dark, at the onset of strong inversion, each layer is about 0.30 µm wide; injected carriers make it narrower. Counting only the geometry, removing two dark widths from $W$ gives −0.23 %.
- Heating by 10 K, with the rough laws $D\propto T^{-1.4}$ and $S\propto T^{0.5}$: −0.7 %.
- Fully absorbing edges of a 20 mm square die, which add the rate $2\pi^2D/(20\ \text{mm})^2$: −0.26 %.
- Radiative and Auger loss, with rough coefficients $5\times10^{-15}$ cm³/s and $10^{-30}$ cm⁶/s: −0.3 %.

The dielectric relaxation time, 1.5 ps, and the mean free path, about 0.04 µm, are small beside $\tau_s$ and $W$, which supports quasi-neutrality and diffusion in the interior. Carrier trapping is left out; it can delay the decay without any change of $S$. So can a space-charge layer that attracts electrons, because it stores them and releases them as the density falls. For a fixed surface charge of $3\times10^{11}$ cm⁻², which produces the onset of strong inversion in the dark, and with $S$ held at 1000 cm/s, a quasi-static estimate lengthens $\tau_s$ by about 0.7 % at a face density of $10^{14}$ cm⁻³, 5 % at $10^{13}$ cm⁻³ and nearly 50 % at $10^{12}$ cm⁻³. The late part of a decay then no longer gives $S$ through (3).

The thickness matters for this conclusion. In a photonic device layer 0.22 µm thick at the same doping, a space-charge layer of 0.30 µm would not fit. If the surface bands are bent that strongly, there is no neutral interior, and (1) must be replaced by equations for both carriers and the electric potential. The numerical output follows.

## Computed values

```
temperature                   300 K
thickness W                   300 um
recombination velocity S      1000 cm/s
electron, hole mobility       1150, 430 cm2/Vs
diffusion coefficient D       29.73 cm2/s
doping, excess density        1e+16, 1e+14 cm^-3
bulk lifetime                 1000 us
h = SW/(2D)                   0.5045
beta                          0.65579 rad
W/(2S)                        15.000 us
W^2/(12D)                     2.523 us
W^2/(pi^2 D)                  3.067 us
lower bound on tau_s          17.523 us
tau_s                         17.598 us
upper bound (simple sum)      18.067 us
tau_eff with bulk             17.294 us
tau_eff from time evolution   17.294 us
first odd mode lifetime       2.239 us
second even mode lifetime     0.698 us
edge/centre density           0.7926
slowest-mode share, uniform   99.555 %
sensitivity to S, to D        -0.8486, -0.1514
S recovered from decay        1000.0 cm/s
S if diffusion is ignored     852.4 cm/s
largest error of simple sum   5.06 % at h = 2.55
worst root-eigenvalue error   2.1e-05 (relative)
S cm/s | h | tau_s us | simple sum us | error % | sens. to S
10 | 0.005045 | 1502.524 | 1503.067 | 0.04 | -0.9983
100 | 0.05045 | 152.531 | 153.067 | 0.35 | -0.9834
1000 | 0.5045 | 17.598 | 18.067 | 2.67 | -0.8486
10000 | 5.045 | 4.372 | 4.567 | 4.47 | -0.3131
100000 | 50.45 | 3.190 | 3.217 | 0.85 | -0.0388
1000000 | 504.5 | 3.079 | 3.082 | 0.09 | -0.0040
Neglected effects, change of tau_s:
bulk lifetime                 -1.73 %
radiative and Auger           -0.26 %
injection: D changes          +0.25 %
injection: S changes          +0.84 %
faces at 0.8 S and 1.2 S      +1.28 %
space-charge width            0.304 um
W less two such widths        -0.23 %
10 meV more band bending     -27.2 % (S = 1472 cm/s)
10 K warmer                   -0.67 %
absorbing edges, 20 mm die    -0.26 %
dielectric relaxation time    1.50 ps
mean free path                0.043 um
```
